# Why Neutral Diatomic Molecules Do Not Bind in Thomas–Fermi Theory: test program

```python
# Teller's no-binding theorem and its failure with a von Weizsaecker term (atomic units inside).
# E[rho] = lam*T_W + CF int rho^(5/3) - int V rho + Hartree + ZA ZB/R,  T_W = 1/2 int |grad psi|^2,
# psi = sqrt(rho), phi = V - Hartree potential, mu = dE/dN, kappa = sqrt(2|mu|/lam).
# Claims: TF (lam=0, neutral): max(phiA,phiB) < phiAB < phiA+phiB, and growing nucleus B (charge z)
# d(dE)/dz = [phiAB-phiB](R_B) > 0, so dE > 0.  TFW (lam=1): slope gains muAB-muB, and binding occurs
# below the best separated fragments A^(+q), B^(-q).  Example: A = Li (Z=3), B = H (Z=1).
import numpy as np, sympy as sp
from numpy.polynomial.legendre import leggauss, legvander, legder, legval
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import cho_factor, cho_solve, solve, eigh, LinAlgError
from scipy.optimize import newton
from scipy.constants import physical_constants as pc
EV = pc['Hartree energy in eV'][0]; ANG = pc['Bohr radius'][0]*1e10
pi = np.pi; CF = 0.3*(3*pi**2)**(2/3); C0 = 2**1.5/(3*pi**2); LAM = 1.0
fmt = lambda arr, s=1.0: " ".join(f"{t*s:.4f}" for t in arr)

def lagr(x, y):
    C = np.linalg.inv(legvander(x, len(x)-1))
    return legvander(y, len(x)-1) @ C, legvander(y, len(x)-2) @ legder(C)
def mapped_stiff(x, p):   # basis (1-x) * Lagrange, vanishing at infinity
    y, wy = leggauss(len(x)+2); Lm, dL = lagr(x, y)
    db = ((1-y)[:, None]*dL - Lm)/(1-x)[None, :]
    return db.T @ ((wy*p(y))[:, None]*db)
def nodes(R, nx, ne, scale):
    a = R/2; L = scale/a; x, wx = leggauss(nx); e, we = leggauss(ne)
    xi = 1 + L*(1+x)/(1-x); mx = 2*L*wx/(1-x)**2
    X, H = np.repeat(xi, ne), np.tile(e, nx)
    return dict(R=R, a=a, L=L, x=x, e=e, we=we, mx=mx, rA=a*(X+H), rB=a*(X-H), near=a*X < 12,
                w=2*pi*a**3*(X*X-H*H)*np.kron(mx, we))
def grid(R, nx, ne, scale, tfw):
    g = nodes(R, nx, ne, scale); x, e, we, L = g['x'], g['e'], g['we'], g['L']
    Kx = mapped_stiff(x, lambda y: (1+y)*(2*(1-y)+L*(1+y))/2)
    De = lagr(e, e)[1]; Ke = De.T @ ((we*(1-e*e))[:, None]*De)
    K = 2*pi*g['a']*(np.kron(Kx, np.diag(we)) + np.kron(np.diag(g['mx']), Ke)); g['K'] = (K+K.T)/2
    g['atB'] = np.kron(2/(1-x)*lagr(x, np.array([-1.]))[0][0], lagr(e, np.array([1.]))[0][0])
    if tfw: add_ops(g)
    return g
def add_ops(g):
    s = 1/np.sqrt(g['w']); g['T'] = g['K']*np.outer(s, s)
    G = 4*pi*np.linalg.inv(g['K']); g['G'] = (G+G.T)/2

# ---- universal TF function chi: inward integration in t = sqrt(x), then rescaling to chi(0)=1
SG = (np.sqrt(73)-7)/2; X0 = 1e8; F0 = 10.0
sol = solve_ivp(lambda t, y: [2*t*y[1], 2*max(y[0], 0)**1.5], (np.sqrt(X0), 0),
                [144/X0**3*(1-F0*X0**-SG), 144/X0**4*(-3+(3+SG)*F0*X0**-SG)],
                method='DOP853', rtol=1e-12, atol=1e-45, dense_output=True)
kk = sol.y[0, -1]**(-1/3); slope0 = kk**4*sol.y[1, -1]
blen = lambda Z: 0.5*(3*pi/4)**(2/3)*Z**(-1/3)
def phi_tf(Z, r):
    xx = kk*np.atleast_1d(r)/blen(Z)
    f = np.where(xx > X0, 144/xx**3, sol.sol(np.sqrt(np.minimum(xx, X0)))[0])
    return Z*kk**3*f/r
print(f"1 hartree = {EV:.4f} eV, 1 bohr = {ANG:.5f} A, CF = {CF:.5f}, c = {C0:.5f} (a.u.)")
print(f"chi'(0) = {slope0:.6f}")
y, wy = leggauss(200); t = 2*(1+y)/(1-y)
for Z in (3., 1.):
    r = blen(Z)*t*t; dv = 4*pi*r*r*2*blen(Z)*t*4/(1-y)**2*wy; ph = phi_tf(Z, r); rho = C0*ph**1.5
    E = dv @ (CF*rho**(5/3) - Z*rho/r + 0.5*rho*(Z/r-ph))
    assert abs(dv @ rho - Z) < 1e-6*Z and abs(7/3*E/Z/(Z*slope0/blen(Z)) - 1) < 1e-6
    print(f"TF atom Z={Z:.0f}: b = {blen(Z)*ANG:.4f} A, E = {E*EV:.3f} eV, dE/dZ = {7/3*E/Z*EV:.3f} eV")

def tf_mol(g, ZA, ZB):
    pA, pB, w = phi_tf(ZA, g['rA']), phi_tf(ZB, g['rB']), g['w']
    p0 = pA+pB; sep = C0*(pA**1.5+pB**1.5); u = 0*p0
    for _ in range(40):
        p = np.maximum(p0+u, 0)
        du = -solve(g['K']+np.diag(6*pi*C0*w*np.sqrt(p)), g['K']@u + 4*pi*w*(C0*p**1.5-sep), assume_a='pos')
        u = u+du
        if abs(du).max() < 1e-10: break
    assert abs(du).max() < 1e-10
    p = np.maximum(p0+u, 0); d = C0*p**1.5-sep
    dE = w @ (0.6*C0*(p**2.5-pA**2.5-pB**2.5) - d*p0 - 0.5*d*u - C0*pA**1.5*(pB-phi_tf(ZB, g['R'])[0]))
    m = g['near']
    return dict(dE=dE, bare=phi_tf(ZA, g['R'])[0], uB=g['atB']@u, dN=w@d,
                signs=((pA+u)[m].min(), (pB+u)[m].min(), u[m].max()))

# ---- TFW minimization over v = sqrt(w) psi with v.v = N
def tfw_min(g, V, N, psi0, es=1.0):
    T, G, w = g['T'], g['G'], g['w']
    kin = lambda v: LAM/2*v@T@v + CF*w@((v*v/w)**(5/3))
    en = lambda v: kin(v) - (v*v)@V + 0.5*(v*v)@G@(v*v)
    nrm = lambda v: v*np.sqrt(N/(v@v))
    veff = lambda v: 5/3*CF*(v*v/w)**(2/3) - V + G@(v*v)
    v = nrm(psi0*np.sqrt(w)); idx = np.diag_indices(len(v))
    for _ in range(120):
        ve = veff(v); Hv = LAM/2*T@v + ve*v; mu = v@Hv/N; gr = Hv-mu*v
        B = LAM/2*T + np.outer(v, v)*(2*G + es/N)
        B[idx] += ve - mu + 20/9*CF*(v*v/w)**(2/3); sig = 0.0
        while True:
            try: cf = cho_factor(B, check_finite=False); break
            except LinAlgError:
                new = max(4*sig, 0.05*es); B[idx] += new-sig; sig = new
        a1, a2 = cho_solve(cf, gr), cho_solve(cf, v); d = -(a1 - a2*(v@a1)/(v@a2)); dec = -gr@d
        s = 1.0
        if dec > 1e-9*es:
            E0 = en(v)
            while en(nrm(v+s*d)) > E0 and s > 1e-8: s /= 2
        v = nrm(v+s*d)
        if dec < 1e-18*es: break
    assert dec < 1e-18*es and sig == 0.0
    ve = veff(v)
    return dict(v=v, n=v*v, E=en(v), T=kin(v), TW=v@T@v/2, ve=ve, mu=(LAM/2*v@T@v + (v*v)@ve)/N)
def atom(Z, N, n=70):
    L = 6/min(Z, 1.); x, wx = leggauss(n); r = L*(1+x)/(1-x)
    K = 4*pi*mapped_stiff(x, lambda y: L*(1+y)**2/2)
    g = dict(K=(K+K.T)/2, w=4*pi*r*r*2*L*wx/(1-x)**2); add_ops(g)
    o = tfw_min(g, Z/r, N, np.exp(-0.5*min(Z, 1.5)*r), min(Z, 1.)**2)
    C = np.linalg.inv(legvander(x, n-1)); X = lambda s: (s-L)/(s+L)
    cp = C @ (o['v']/np.sqrt(g['w'])/(1-x)); ch = C @ (g['G']@o['n']/(1-x))
    o.update(Z=Z, vnuc=-o['n']@(1/r), psi=lambda s: (1-X(s))*legval(X(s), cp),
             dpsi=lambda s: ((1-X(s))*legval(X(s), legder(cp))-legval(X(s), cp))*(1-X(s))**2/(2*L),
             phi=lambda s: Z/s-(1-X(s))*legval(X(s), ch))
    return o
def tfw_mol(g, ZA, ZB, N):
    o = tfw_min(g, ZA/g['rA']+ZB/g['rB'], N, ZA*np.exp(-0.7*g['rA'])+ZB*np.exp(-0.5*g['rB']))
    o['E'] += ZA*ZB/g['R']; o['vnuc'] = ZA/g['R'] - o['n']@(1/g['rB'])
    return o
def frozen(A, B, R):   # Weizsaecker gain, TF cost, Coulomb term of the trial density rhoA+rhoB
    g = nodes(R, 80, 100, 6.); ra, rb, w = g['rA'], g['rB'], g['w']
    a, b, da, db = A['psi'](ra), B['psi'](rb), A['dpsi'](ra), B['dpsi'](rb)
    cg = (ra*ra+rb*rb-R*R)/(2*ra*rb); M, m = np.maximum(a*a, b*b)+1e-300, np.minimum(a*a, b*b)
    return (LAM/2*w@((b*b*da*da+a*a*db*db-2*a*b*da*db*cg)/(M+m)),
            CF*w@(M**(5/3)*np.expm1(5/3*np.log1p(m/M))-m**(5/3)),
            A['Z']*B['phi'](R) - w@(a*a*B['phi'](rb)))
ra_, rb_, ga, gb = sp.symbols('ra rb ga gb', positive=True)
assert sp.simplify(ga**2/ra_+gb**2/rb_-(ga+gb)**2/(ra_+rb_)-ra_*rb_/(ra_+rb_)*(ga/ra_-gb/rb_)**2) == 0

Li, H = atom(3., 3.), atom(1., 1.)
for A in (Li, H):
    fd = (atom(A['Z'], A['Z']+1e-3)['E']-atom(A['Z'], A['Z']-1e-3)['E'])/2e-3
    assert A['mu'] < 0 and abs(fd-A['mu']) < 1e-5
    print(f"TFW atom Z={A['Z']:.0f}: E = {A['E']*EV:.4f} eV, mu = {A['mu']*EV:.4f} eV, kappa = {np.sqrt(-2*A['mu']/LAM)/ANG:.4f} 1/A")
q = newton(lambda s: atom(1., 1+s)['mu']-atom(3., 3-s)['mu'], 0.0, x1=0.01, tol=1e-9)
Liq, Hq = atom(3., 3-q), atom(1., 1+q); Eneu = Li['E']+H['E']; Einf = Liq['E']+Hq['E']
assert Einf < Eneu and abs(q) > 1e-3 and Hq['mu'] < 0
print(f"best fragments: q (electrons moved to H) = {q:.4f}, common mu = {Hq['mu']*EV:.4f} eV")
print(f"E_inf - E(neutral atoms) = {(Einf-Eneu)*EV:.5f} eV")

gw = lambda RA: grid(RA/ANG, 30, 22, 5., True)
gt = lambda RA: grid(RA/ANG, 32, 24, 3., False)
Rs = np.array([0.75, 1.0, 1.3, 1.6, 2.0, 2.5, 3.5, 5.0]); eT, eW = [], []
print("LiH: R (A), TF dE (eV), TFW E-E_inf (eV)")
for R in Rs:
    o = tf_mol(gt(R), 3., 1.); s = o['signs']
    assert o['dE'] > 0 and s[0] > 0 and s[1] > 0 and s[2] < 0 and abs(o['dN']) < 1e-3
    eT.append(o['dE']); eW.append(tfw_mol(gw(R), 3., 1., 4.)['E']-Einf)
    print(f"  {R:.2f}  {eT[-1]*EV:.4f}  {eW[-1]*EV:.4f}")
assert np.all(np.diff(eT) < 0) and 0 < np.argmin(eW) < len(Rs)-1 and eW[-1] < 0
fine = np.linspace(Rs[0], Rs[-1], 2000); R0 = fine[np.argmin(CubicSpline(Rs, eW)(fine))]
e3 = [tfw_mol(gw(R0+s), 3., 1., 4.)['E'] for s in (-0.06, 0, 0.06)]
Req = R0 - 0.06*(e3[2]-e3[0])/(2*(e3[2]-2*e3[1]+e3[0])); o = tfw_mol(gw(Req), 3., 1., 4.)
assert o['E'] < Einf and abs(o['T']+o['E']) < 1e-3      # virial 2T+V = T+E = 0 at the minimum
print(f"TFW minimum: R = {Req:.2f} A, depth below E_inf = {(Einf-o['E'])*EV:.3f} eV = {Einf-o['E']:.4f} hartree")
print(f"virial: T = {o['T']*EV:.3f} eV, -E = {-o['E']*EV:.3f} eV")

Rx = round(Req, 1); g = gt(Rx); print(f"charge-growth example at R = {Rx:.1f} A")
o = tf_mol(g, 3., 1.); of = tf_mol(grid(Rx/ANG, 38, 30, 3., False), 3., 1.)
assert abs(of['dE']/o['dE']-1) < 2e-3
print(f"TF: phi_Li(R) = {o['bare']*EV:.4f} V, u at H = {o['uB']*EV:.4f} V, sum = {(o['bare']+o['uB'])*EV:.4f} V")
print("TF min(phi-phi_H), min(phi-phi_Li), max u within 12 bohr (V): " + " ".join(f"{s*EV:.2e}" for s in o['signs']))
s, ws = leggauss(6); s = (s+1)/2; sl = []
for z in s**3:
    p = tf_mol(g, 3., z); sl.append(p['bare']+p['uB'])
sl = np.array(sl); path = (ws/2*3*s*s)@sl
assert sl.min() > 0 and abs(path/o['dE']-1) < 3e-3
print("TF path z:          " + fmt(s**3)); print("TF slope (eV):      " + fmt(sl, EV))
print(f"TF dE: functional {o['dE']*EV:.4f} eV, path integral {path*EV:.4f} eV, = {o['dE']:.5f} hartree")

g = gw(Rx); w = g['w']
assert abs(eigh(g['T']/2-np.diag(1/g['rB']), eigvals_only=True, subset_by_index=[0, 0])[0]+0.5) < 1e-5
n1 = w*np.exp(-2*g['rB'])/pi; assert abs(0.5*n1@g['G']@n1-5/16) < 1e-5
assert abs(tfw_mol(g, 3., 0., 3.)['E']-Li['E']) < 2e-5
o = tfw_mol(g, 3., 1., 4.)
assert abs(tfw_mol(grid(Rx/ANG, 36, 26, 6., True), 3., 1., 4.)['E']-o['E']) < 2e-5
assert abs(eigh(LAM/2*g['T']+np.diag(o['ve']), eigvals_only=True, subset_by_index=[0, 0])[0]-o['mu']) < 1e-6
zs, wz = leggauss(4); zs = (zs+1)/2; sp_, sm_ = [], []
for z in zs:
    m, a = tfw_mol(g, 3., z, 3+z), atom(z, z); sp_.append(m['vnuc']-a['vnuc']); sm_.append(m['mu']-a['mu'])
sp_, sm_ = np.array(sp_), np.array(sm_); path = wz/2@(sp_+sm_); dn = o['E']-Eneu
assert dn < 0 and (sp_+sm_).min() < 0 and abs(path-dn) < 2e-4
print("TFW path z:         " + fmt(zs)); print("TFW phi term (eV):  " + fmt(sp_, EV))
print("TFW mu term (eV):   " + fmt(sm_, EV)); print("TFW slope (eV):     " + fmt(sp_+sm_, EV))
print(f"TFW integrated phi term {wz/2@sp_*EV:.4f} eV, mu term {wz/2@sm_*EV:.4f} eV")
print(f"TFW E-E(neutral atoms): direct {dn*EV:.4f} eV, path {path*EV:.4f} eV; mu(LiH) = {o['mu']*EV:.4f} eV")
dphi = 3/g['rA']+1/g['rB']-g['G']@o['n']-Li['phi'](g['rA'])
print(f"TFW min(phi-phi_Li) within 12 bohr = {dphi[g['near']].min()*EV:.3e} V")
gain, cost, coul = frozen(Liq, Hq, g['R'])
vs = np.sqrt(w*(Liq['psi'](g['rA'])**2+Hq['psi'](g['rB'])**2))
direct = LAM*(Liq['TW']+Hq['TW']-vs@g['T']@vs/2)
assert gain > 0 and cost > 0 and abs(direct/gain-1) < 3e-3 and -gain+cost+coul > o['E']-Einf
print(f"trial density: W gain {gain*EV:.4f} eV (direct {direct*EV:.4f}), TF cost {cost*EV:.4f} eV, Coulomb {coul*EV:.4f} eV")
print(f"trial E-E_inf = {(-gain+cost+coul)*EV:.4f} eV, relaxed = {(o['E']-Einf)*EV:.4f} eV")
R1, R2 = 20/ANG, 25/ANG; f = frozen(Liq, Hq, R1)
assert abs(f[2]/(-q*q/R1)-1) < 1e-2 and f[1] < f[0]
print(f"LiH trial at 20 A: gain {f[0]*EV:.3e}, cost {f[1]*EV:.3e}, Coulomb {f[2]*EV:.4e}, -q^2/R {-q*q/R1*EV:.4e} eV")

Rh = (1.5, 2.5, 3.5)
hW = [tfw_mol(gw(R), 1., 1., 2.)['E']-2*H['E'] for R in Rh]; hT = [tf_mol(gt(R), 1., 1.)['dE'] for R in Rh]
assert min(hW) < 0 and min(hT) > 0
print("unit-charge pair R (A): " + fmt(Rh)); print("  TF dE (eV):  " + fmt(hT, EV)); print("  TFW dE (eV): " + fmt(hW, EV))
f1, f2 = frozen(H, H, R1), frozen(H, H, R2); kap = np.sqrt(-2*H['mu']/LAM)
rg = -np.log(R2*f2[0]/(R1*f1[0]))/(R2-R1)/kap
rc = -np.log(R2**(7/3)*f2[1]/(R1**(7/3)*f1[1]))/(R2-R1)/kap
assert abs(rg-1) < 0.06 and 1.5 < rc < 2.15 and f1[1]+abs(f1[2]) < 0.1*f1[0]
print(f"pair at 20 A: gain {f1[0]*EV:.3e}, cost {f1[1]*EV:.3e}, |Coulomb| {abs(f1[2])*EV:.1e} eV")
print(f"pair at 25 A: gain {f2[0]*EV:.3e}, cost {f2[1]*EV:.3e} eV")
print(f"decay rate / kappa, 20-25 A: R*gain {rg:.3f}, R^(7/3)*cost {rc:.3f}")
print("all assertions hold")
```

It prints:

```
1 hartree = 27.2114 eV, 1 bohr = 0.52918 A, CF = 2.87123, c = 0.09553 (a.u.)
chi'(0) = -1.588071
TF atom Z=3: b = 0.3248 A, E = -271.529 eV, dE/dZ = -211.189 eV
TF atom Z=1: b = 0.4685 A, E = -20.919 eV, dE/dZ = -48.810 eV
TFW atom Z=3: E = -89.0529 eV, mu = -0.6315 eV, kappa = 0.4071 1/A
TFW atom Z=1: E = -4.4067 eV, mu = -0.2520 eV, kappa = 0.2572 1/A
best fragments: q (electrons moved to H) = -0.0447, common mu = -0.4144 eV
E_inf - E(neutral atoms) = -0.00849 eV
LiH: R (A), TF dE (eV), TFW E-E_inf (eV)
  0.75  9.1835  9.0483
  1.00  4.5665  3.1640
  1.30  2.2652  0.4705
  1.60  1.2406  -0.5146
  2.00  0.6181  -0.8913
  2.50  0.2918  -0.8781
  3.50  0.0846  -0.5846
  5.00  0.0197  -0.2777
TFW minimum: R = 2.20 A, depth below E_inf = 0.918 eV = 0.0337 hartree
virial: T = 94.382 eV, -E = 94.386 eV
charge-growth example at R = 2.2 A
TF: phi_Li(R) = 0.9569 V, u at H = -0.6531 V, sum = 0.3038 V
TF min(phi-phi_H), min(phi-phi_Li), max u within 12 bohr (V): 4.28e-03 1.11e-03 -2.09e-02
TF path z:          0.0000 0.0049 0.0552 0.2375 0.5730 0.9021
TF slope (eV):      0.9564 0.9149 0.7369 0.5259 0.3860 0.3184
TF dE: functional 0.4516 eV, path integral 0.4515 eV, = 0.01660 hartree
TFW path z:         0.0694 0.3300 0.6700 0.9306
TFW phi term (eV):  0.3409 -0.5704 -0.7698 -0.6785
TFW mu term (eV):   -0.5800 -0.4538 -0.3769 -0.3415
TFW slope (eV):     -0.2391 -1.0242 -1.1467 -1.0200
TFW integrated phi term -0.4957 eV, mu term -0.4312 eV
TFW E-E(neutral atoms): direct -0.9268 eV, path -0.9269 eV; mu(LiH) = -0.5855 eV
TFW min(phi-phi_Li) within 12 bohr = -2.039e-01 V
trial density: W gain 1.3716 eV (direct 1.3716), TF cost 0.8805 eV, Coulomb -0.2209 eV
trial E-E_inf = -0.7120 eV, relaxed = -0.9183 eV
LiH trial at 20 A: gain 4.406e-04, cost 1.794e-06, Coulomb -1.4408e-03, -q^2/R -1.4403e-03 eV
unit-charge pair R (A): 1.5000 2.5000 3.5000
  TF dE (eV):  0.7278 0.1560 0.0484
  TFW dE (eV): 0.2984 -0.4037 -0.3535
pair at 20 A: gain 1.035e-03, cost 1.022e-05, |Coulomb| 4.4e-06 eV
pair at 25 A: gain 2.273e-04, cost 7.812e-07 eV
decay rate / kappa, 20-25 A: R*gain 1.005, R^(7/3)*cost 1.594
all assertions hold
```
